\section*{X-ray structure factors from PAW densities, with hydrogen as test}

\section*{Problem}

X-rays scatter from the electron density, including the cusps at the nuclei and the core shells. A projector augmented-wave (PAW) calculation stores instead a smooth density on a regular grid and corrections on radial grids around the atoms. This exercise assembles the structure factor from these pieces.

Hartree atomic units are used. Lengths are in bohr, wave numbers in bohr$^{-1}$, and $n(\mathbf r)$ is the positive number density of electrons. For a crystal with cell volume $\Omega$ and reciprocal lattice vector $\mathbf G$, define
\begin{equation}
F(\mathbf G)=\int_\Omega n(\mathbf r)\,e^{-i\mathbf G\cdot\mathbf r}\,d^3r ,
\label{def}
\end{equation}
so that $F(\mathbf 0)$ is the number of electrons per cell. The atoms are at rest, and the scattering is elastic and far from absorption edges.

In PAW each valence orbital $\psi_n$ is obtained from a smooth orbital $\tilde\psi_n$ by
\begin{equation}
\psi_n=\tilde\psi_n+\sum_a\sum_{i\in a}(\phi_i-\tilde\phi_i)\,c_{ni},
\qquad c_{ni}=\langle\tilde p_i|\tilde\psi_n\rangle .
\label{paw}
\end{equation}
Here $\phi_i$ and $\tilde\phi_i$ are the all-electron and smooth partial waves of atom $a$ at $\mathbf R_a$. They are equal outside a sphere around that atom. The $\tilde p_i$ are projectors confined to the sphere. The core density $n_c^a(r)$ is frozen and spherical.

\begin{enumerate}
\item[(a)] Write $n$ as a smooth density plus atomic corrections, and state the conditions needed.
\item[(b)] Show that $F(\mathbf G)$ is the sum of smooth-density coefficients and Fourier--Bessel transforms of $n^1-\tilde n^1$ and of the core density.
\item[(c)] Show that the hydrogen ground state has the form factor $f(q)=(1+q^2/4)^{-2}$.
\item[(d)] Construct a smooth hydrogen orbital and verify (b) numerically against (c).
\item[(e)] Hydrogen has no core and a spherical density. Examine the remaining terms of the formula with a suitable model density.
\end{enumerate}

\section*{Solution}

\subsection*{(a) The density}

Two conditions are needed: the spheres do not overlap, and inside each sphere the smooth orbital is completely described by the partial waves,
\begin{equation}
\tilde\psi_n=\sum_{i\in a}\tilde\phi_i c_{ni}\qquad\text{(inside sphere $a$)}.
\label{complete}
\end{equation}
Inside sphere $a$ the corrections of all other atoms vanish, and \eqref{paw} becomes
\begin{equation}
\psi_n=\sum_i\tilde\phi_i c_{ni}+\sum_i(\phi_i-\tilde\phi_i)c_{ni}
=\sum_i\phi_i c_{ni}.
\end{equation}
Squaring both expansions and subtracting gives
\begin{equation}
|\psi_n|^2-|\tilde\psi_n|^2=\sum_{ij}c_{ni}^*c_{nj}
\left(\phi_i^*\phi_j-\tilde\phi_i^*\tilde\phi_j\right).
\end{equation}
Let $f_n$ be the occupation of orbital $n$, including any Brillouin-zone weight. With
\begin{equation}
D_{ij}=\sum_n f_n c_{ni}^*c_{nj},\quad
n^1_a=\sum_{ij}D_{ij}\phi_i^*\phi_j,\quad
\tilde n^1_a=\sum_{ij}D_{ij}\tilde\phi_i^*\tilde\phi_j,
\label{onsite}
\end{equation}
and $\tilde n=\sum_nf_n|\tilde\psi_n|^2$, the total density is
\begin{equation}
n=\tilde n+\sum_a\left(n^1_a-\tilde n^1_a+n^a_c\right).
\label{density}
\end{equation}
Outside the spheres $\psi_n=\tilde\psi_n$ and $n^1_a-\tilde n^1_a=0$, so \eqref{density} holds there too. The sum runs over the atoms of all cells.

Two points of bookkeeping matter. If the stored smooth density already contains a smooth pseudo-core $\tilde n_c^a$, then $n_c^a$ must be replaced by $n_c^a-\tilde n_c^a$. The compensation charges that PAW adds to obtain the right electrostatic potential between the atoms must not be included in $\tilde n$, unless the same charges are also added to $\tilde n^1_a$ so that they cancel in \eqref{density}: they stand in for the multipole moments of $n^1_a-\tilde n^1_a$, which \eqref{density} already contains. Where they also represent the core and the nucleus, the core is already supplied by $n_c^a$, and the nuclear charge does not belong to $n$.

The completeness condition has content. Take one real partial wave and a smooth orbital $\tilde\psi=\tilde\phi+\delta g$, where $\langle\tilde p|\tilde\phi\rangle=1$ but $\langle\tilde p|g\rangle=0$. The projector does not see $g$, so \eqref{paw} gives $\psi=\phi+\delta g$. The density from \eqref{density} minus the true $|\psi|^2$ is
\begin{align}
&(\tilde\phi+\delta g)^2+\phi^2-\tilde\phi^2-(\phi+\delta g)^2\nonumber\\
&\quad=2\delta\tilde\phi g-2\delta\phi g=-2\delta\,g\,(\phi-\tilde\phi).
\label{miss}
\end{align}
The error is of first order in the missing part and is confined to the sphere. A numerical value follows in part (d).

\subsection*{(b) The structure factor}

Insert \eqref{density} into \eqref{def}. The smooth term is
\begin{equation}
\tilde F(\mathbf G)=\int_\Omega\tilde n(\mathbf r)e^{-i\mathbf G\cdot\mathbf r}d^3r,
\end{equation}
which is $\Omega$ times the Fourier coefficient of $\tilde n$.

For an atomic term $\rho_a$, centred at $\mathbf R_a$ and repeated in every cell, the integral over one cell collects pieces from all the copies. A lattice translation $\mathbf T$ leaves the exponential unchanged, because $e^{-i\mathbf G\cdot\mathbf T}=1$. The pieces therefore join into one integral of a single copy over all space. With $\mathbf r=\mathbf R_a+\mathbf s$ it becomes
\begin{equation}
e^{-i\mathbf G\cdot\mathbf R_a}\int\rho_a(\mathbf s)e^{-i\mathbf G\cdot\mathbf s}d^3s .
\label{shift}
\end{equation}
This also covers a core tail that leaves its sphere, provided the core integral is taken over all radii.

The exponential must now be expanded in angular functions. Put $x=Gs$ and $t=\hat{\mathbf G}\cdot\hat{\mathbf s}$. The Legendre series of $e^{-ixt}$ has coefficients $\frac{2l+1}{2}\int_{-1}^1e^{-ixt}P_l(t)dt$. Use $P_l=\frac{1}{2^ll!}\frac{d^l}{dt^l}(t^2-1)^l$ and integrate by parts $l$ times. The boundary terms vanish, and the derivatives move to the exponential with a factor $(-1)^l(-ix)^l=(ix)^l$:
\begin{align}
\int_{-1}^{1}e^{-ixt}P_l\,dt
&=\frac{(ix)^l}{2^ll!}\int_{-1}^{1}(t^2-1)^le^{-ixt}dt\nonumber\\
&=\frac{(-ix)^l}{2^ll!}\int_{-1}^{1}(1-t^2)^l\cos(xt)\,dt
=2(-i)^lj_l(x).
\end{align}
The second line uses $(t^2-1)^l=(-1)^l(1-t^2)^l$ and drops the odd sine part. The last equality is Poisson's integral for the spherical Bessel function,
$j_l(x)=\frac{x^l}{2^{l+1}l!}\int_{-1}^1(1-t^2)^l\cos(xt)dt$; for $l=0$ it gives $j_0(x)=\sin x/x$. Hence $e^{-ixt}=\sum_l(2l+1)(-i)^lj_l(x)P_l(t)$. Let $Y_L$ be real orthonormal spherical harmonics with $L=(l,m)$. The addition theorem $P_l(t)=\frac{4\pi}{2l+1}\sum_mY_L(\hat{\mathbf G})Y_L(\hat{\mathbf s})$ then gives
\begin{equation}
e^{-i\mathbf G\cdot\mathbf s}=4\pi\sum_L(-i)^lj_l(Gs)
Y_L(\hat{\mathbf G})Y_L(\hat{\mathbf s}).
\label{rayleigh}
\end{equation}

Write $n^1_a-\tilde n^1_a=\sum_L[n^1_{aL}(r)-\tilde n^1_{aL}(r)]Y_L(\hat{\mathbf r})$. In \eqref{shift}, orthonormality removes the angular integral and leaves one radial integral for each $L$. For the core, \eqref{rayleigh} averaged over the directions of $\mathbf s$ leaves $j_0(Gs)$, and the solid angle contributes $4\pi$. The result is
\begin{align}
F(\mathbf G)=\tilde F(\mathbf G)
&+\sum_ae^{-i\mathbf G\cdot\mathbf R_a}\sum_L4\pi(-i)^lY_L(\hat{\mathbf G})\nonumber\\
&\qquad\times\int_0^{r_c^a}r^2j_l(Gr)\left[n^1_{aL}-\tilde n^1_{aL}\right]dr\nonumber\\
&+\sum_ae^{-i\mathbf G\cdot\mathbf R_a}\,4\pi\int_0^\infty r^2j_0(Gr)\,n^a_c(r)\,dr ,
\label{main}
\end{align}
where $r_c^a$ is the sphere radius and the sum over $a$ now covers one cell. This is the required formula.

As $G\to0$, $j_0\to1$ and $j_l\to0$ for $l>0$. The formula then counts the smooth charge, the charge missing from it in the spheres, and the core electrons. The separation into smooth and sphere parts depends on the chosen radius and partial waves; under the conditions of (a), their sum does not.

\subsection*{(c) The hydrogen form factor}

The ground-state orbital is $\phi=e^{-r}/\sqrt\pi$, so $n=e^{-2r}/\pi$. For this spherical density
\begin{equation}
f(q)=4\pi\int_0^\infty r^2\,\frac{\sin qr}{qr}\,\frac{e^{-2r}}{\pi}\,dr
=\frac4q\int_0^\infty re^{-2r}\sin(qr)\,dr .
\end{equation}
The integral is the imaginary part of
\begin{equation}
\int_0^\infty re^{-(2-iq)r}dr=\frac{1}{(2-iq)^2}
=\frac{(2+iq)^2}{(4+q^2)^2},
\end{equation}
and $(2+iq)^2=4-q^2+4iq$. Therefore
\begin{equation}
f(q)=\frac4q\,\frac{4q}{(4+q^2)^2}=\frac{16}{(4+q^2)^2}
=\left(1+\frac{q^2}{4}\right)^{-2}.
\label{hydrogen}
\end{equation}
At $q=0$ it gives one electron. At large $q$ it falls as $16/q^4$.

\subsection*{(d) Hydrogen in PAW form}

\paragraph{Smooth orbital.}
The cusp disappears if the orbital near the nucleus is a polynomial in $x=r^2$. Inside $r_c$, replace $e^{-r}=e^{-\sqrt x}$ by its third-order Taylor polynomial about $x_0=r_c^2$. Since $d/dx=(2r)^{-1}d/dr$, the derivatives are
\begin{align}
\frac{d}{dx}e^{-r}&=-\frac{e^{-r}}{2r},\qquad
\frac{d^2}{dx^2}e^{-r}=\frac{e^{-r}(r+1)}{4r^3},\nonumber\\
\frac{d^3}{dx^3}e^{-r}&=-\frac{e^{-r}(r^2+3r+3)}{8r^5}.
\end{align}
With $d=r^2-r_c^2$, the smooth orbital for $r<r_c$ is
\begin{align}
\tilde\phi=\frac{e^{-r_c}}{\sqrt\pi}\bigg[1-\frac{d}{2r_c}
&+\frac{(r_c+1)d^2}{8r_c^3}\nonumber\\
&-\frac{(r_c^2+3r_c+3)d^3}{48r_c^5}\bigg],
\label{smooth}
\end{align}
and $\tilde\phi=\phi$ for $r\ge r_c$. The value and the first three derivatives are continuous.

Choose $r_c=1.5$ bohr. At the nucleus $d=-r_c^2$, and the bracket is $1+0.75+0.46875+0.30469=2.52344$. Thus $\tilde\phi(0)=2.52344\,e^{-1.5}/\sqrt\pi=0.31767$ bohr$^{-3/2}$, against $\phi(0)=0.56419$ bohr$^{-3/2}$.

Take one projector with $\langle\tilde p|\tilde\phi\rangle=1$. Then \eqref{paw} maps $\tilde\psi=\tilde\phi$ to $\tilde\phi+(\phi-\tilde\phi)=\phi$, the true orbital. One electron gives $D=1$, and the sphere part of \eqref{main}, without its phase, is
\begin{equation}
s(q)=4\pi\int_0^{r_c}r^2j_0(qr)\left[\phi^2-\tilde\phi^2\right]dr .
\end{equation}

\paragraph{Periodic cell.}
Place one atom at $\mathbf R=(2,3,5)$ bohr in a cubic cell of side 12 bohr, and let the crystal density be the sum of free-atom densities. This is a prescribed density, not a self-consistent solid. By \eqref{shift} its structure factor is $e^{-i\mathbf G\cdot\mathbf R}f(|\mathbf G|)$. The weak tails of neighbouring atoms inside a sphere belong to $\tilde n$ and need no correction.

The smooth part is found by a discrete Fourier transform of $\tilde n$ on $48^3$ points, with spacing 0.25 bohr. The sphere part is found by Gauss--Legendre quadrature in $r$. With the phase $e^{-i\mathbf G\cdot\mathbf R}$ removed, the values in electrons are as follows.

\begin{center}
\begin{tabular}{cccccc}
$hkl$ & $q$ & smooth & $s(q)$ & sum & $f(q)$\\
0,0,0 & 0.0000 & 0.926957 & 0.073043 & 1.000000 & 1.000000\\
1,0,0 & 0.5236 & 0.803932 & 0.071897 & 0.875829 & 0.875829\\
2,0,0 & 1.0472 & 0.547397 & 0.068566 & 0.615964 & 0.615964\\
4,0,0 & 2.0944 & 0.170764 & 0.056725 & 0.227489 & 0.227488\\
6,0,0 & 3.1416 & 0.041759 & 0.041416 & 0.083175 & 0.083175\\
8,0,0 & 4.1888 & 0.007622 & 0.026844 & 0.034466 & 0.034466\\
16,0,0 & 8.3776 & 0.000030 & 0.002877 & 0.002908 & 0.002907
\end{tabular}
\end{center}

For the reflection $(1,0,0)$, $q=2\pi/12=0.5236$ bohr$^{-1}$, and \eqref{hydrogen} gives $(1+0.06854)^{-2}=0.87583$. The smooth and sphere parts give $0.803932+0.071897=0.875829$. Since $\mathbf G\cdot\mathbf R=2\pi\cdot2/12=\pi/3$, the complete structure factor is
\begin{equation}
F(1,0,0)=0.875829\,e^{-i\pi/3}=0.437915-0.758490\,i .
\end{equation}

For $r_c=1.5$ bohr the smooth density lacks 0.073 electrons. That correction is small in the total charge, but it supplies half of the scattering at $(6,0,0)$ and about 99\% at $(16,0,0)$. High-order reflections probe the region near the nucleus, which PAW has to reconstruct.

\paragraph{Why the smooth density can use a coarse grid.}
Let the grid have spacing $h$ and $N^3$ points in the cell. Insert $n(\mathbf r)=\Omega^{-1}\sum_{\mathbf G'}F(\mathbf G')e^{i\mathbf G'\cdot\mathbf r}$ into the grid sum. The sum of $e^{i(\mathbf G'-\mathbf G)\cdot\mathbf r_j}$ over the points is $N^3$ if $\mathbf G'-\mathbf G$ is a vector $\mathbf K$ with components that are integer multiples of $2\pi/h$, and zero otherwise. With $h^3N^3=\Omega$,
\begin{equation}
h^3\sum_jn(\mathbf r_j)e^{-i\mathbf G\cdot\mathbf r_j}
=\sum_{\mathbf K}F(\mathbf G+\mathbf K).
\label{alias}
\end{equation}
The terms with $\mathbf K\ne0$ are the aliasing error, so the decay of $F$ at large wave number sets the accuracy.

For a spherical density with $u=rn$, the form factor is $(4\pi/q)\int_0^\infty u\sin(qr)\,dr$. Repeated integration by parts produces $u(0)/q-u''(0)/q^3+\cdots$ from the lower limit. For the true density $u(0)=0$ and $u''(0)=-4/\pi$, so the leading term is $(4\pi/q)(4/\pi)/q^3=16/q^4$. This identifies the cusp as the source of the slow decay. For $\tilde n$, $u$ is an odd polynomial near zero, and all its even derivatives vanish there. The first possible contribution comes from a jump of the fourth derivative at $r_c$. It gives $q^{-5}$ in the integral and $q^{-6}$ in the form factor.

The largest absolute errors over seven reflections, namely those of the table up to $(8,0,0)$ and $(2,2,1)$, are as follows.
\begin{center}
\begin{tabular}{ccc}
$h$ (bohr) & PAW (electrons) & $n$ sampled directly\\
0.50 & $3.2\times10^{-5}$ & $1.2\times10^{-2}$\\
0.25 & $2.6\times10^{-7}$ & $6.8\times10^{-4}$
\end{tabular}
\end{center}
At $h=0.5$ bohr, one alias of $(8,0,0)$ is $(-16,0,0)$. The table of form factors gives its size: 0.0029 electrons for the true density, but 0.00003 for the smooth one. The nucleus lies on a grid point, so $e^{-i\mathbf K\cdot\mathbf R}=1$. Since $f>0$, all aliases of the true density then add with the same phase, which is why the direct error exceeds this single term. This placement is unfavourable for direct sampling. With the nucleus displaced from the grid point by $h/4$ along each axis, the largest direct errors are $2.7\times10^{-3}$ and $6.0\times10^{-5}$ electrons, still far above the PAW entries of the table.

\paragraph{An incomplete expansion.}
To put a number on \eqref{miss}, use radial functions normalized as $R=\sqrt{4\pi}\,\phi$. Choose $\tilde p\propto(1-r^2/r_c^2)^2\tilde R$ inside the sphere, scaled so that $\langle\tilde p|\tilde R\rangle=1$. Then
\begin{equation}
g=b-\tilde R\,\langle\tilde p|b\rangle,\qquad b=e^{-4r^2},
\end{equation}
is invisible to the projector. For $\delta=0.2$, without renormalizing the orbital, radial quadrature gives
\begin{equation}
-2\delta\int_0^{r_c}r^2j_0(qr)\,g\,(R-\tilde R)\,dr=-0.0018
\end{equation}
electrons at $q=1$ bohr$^{-1}$. The unperturbed hydrogen value there is $f(1)=0.64$. A finer grid would not remove this error; further partial waves and projectors are needed.

\subsection*{(e) Core and non-spherical terms}

Consider an atom at the origin with the valence orbital $\psi=c_s\phi_{1s}+c_p\phi_{2p_z}$, where $c_s=0.8$ and $c_p=0.6$. The radial functions are those of hydrogen, $R_s=2e^{-r}$ and $R_p=re^{-r/2}/(2\sqrt6)$. Add a two-electron core
\begin{equation}
n_c=\frac{2\zeta^3}{\pi}e^{-2\zeta r},\qquad \zeta=5\ \text{bohr}^{-1}.
\end{equation}
This is a model density, not a real atom. In particular, the valence orbital is not orthogonal to the core, but the Fourier identity does not require that.

The smooth functions use the same Taylor construction with $r_c=1.5$ bohr; for the $p$ wave it is applied to $e^{-r/2}$, and the factor $r$ is kept. The angular products are
\begin{align}
Y_{00}^2&=\frac{Y_{00}}{\sqrt{4\pi}},\qquad
Y_{00}Y_{10}=\frac{Y_{10}}{\sqrt{4\pi}},\nonumber\\
Y_{10}^2&=\frac{3\cos^2\theta}{4\pi}
=\frac{Y_{00}}{\sqrt{4\pi}}+\frac{Y_{20}}{\sqrt{5\pi}},
\end{align}
where $Y_{20}=\sqrt{5/16\pi}\,(3\cos^2\theta-1)$. Hence
\begin{align}
n^1_{00}&=\frac{c_s^2R_s^2+c_p^2R_p^2}{\sqrt{4\pi}},\qquad
n^1_{10}=\frac{2c_sc_pR_sR_p}{\sqrt{4\pi}},\nonumber\\
n^1_{20}&=\frac{c_p^2R_p^2}{\sqrt{5\pi}},
\end{align}
and $\tilde n^1_L$ follows by replacing $R$ with $\tilde R$.

The core integral needs no new work. The substitution $r=s/\zeta$ turns it into twice the hydrogen integral at wave number $q/\zeta$, so it equals $2[1+q^2/(4\zeta^2)]^{-2}$. At $q=2$ bohr$^{-1}$ this is $2/(1.04)^2=1.849112$.

Let the scattering vector make an angle with $\cos\theta_q=0.6$ to the $z$ axis. Numerical quadrature gives, in electrons:
\begin{center}
\begin{tabular}{lrr}
term & real part & imaginary part\\
smooth & 0.1207317 & $-0.0386581$\\
sphere, $l=0$ & 0.0371725 & 0\\
sphere, $l=1$ & 0 & $-0.0013805$\\
sphere, $l=2$ & $-0.0000008$ & 0\\
core & 1.8491124 & 0\\
sum & 2.0070158 & $-0.0400386$
\end{tabular}
\end{center}
A direct three-dimensional quadrature of $(|\psi|^2+n_c)e^{-i\mathbf q\cdot\mathbf r}$, which uses no Bessel expansion, gives $2.0070158-0.0400386\,i$, in agreement with the sum.

The imaginary part comes from the $s$--$p$ product, which is odd under inversion, and its value tests the factor $(-i)^l$: with $i^l$ instead, the $l=1$ term would change sign and the imaginary part would be $-0.0386581+0.0013805=-0.0372776$, in disagreement with the direct integral. The $l=2$ term is tiny for three reasons. The $p$ wave is diffuse, so $c_p^2R_p^2$ carries the prefactor $c_p^2/24=0.015$, against $2c_sc_p/\sqrt6=0.39$ for the $s$--$p$ product. The direction factor $3\cos^2\theta_q-1$ is only 0.08. Near the nucleus, where the cusp is restored, the integrand also carries $r^6$: $r^2$ from the volume element, $r^2$ from the two $p$ waves and $r^2$ from $j_2$. This example therefore examines the $l=2$ term far less sharply than the others.

The compact core still scatters 1.85 of its 2 electrons at this wave number, while the real part from the single valence electron has fallen to 0.16. Omitting the core would remove most of the structure factor.
